# Minimax Switching Barriers on a Two-Mode Energy Grid by Union-Find

## A grid small enough to see through

Consider nine nodes with the energies

\[
\begin{pmatrix}5&2&6\\4&7&3\\0&8&1\end{pmatrix},
\]

in arbitrary units. Steps are allowed between horizontal and vertical neighbours. The wells are the corners with energies 0 and 1. We want the path between them whose highest node is as low as possible.

The direct route along the bottom crosses 8. The route through the centre, 0–4–7–3–1, crosses 7. The detour along the top, 0–4–5–2–6–3–1, is longer but crosses 6 at most.

The detour can be found without listing paths. Start with an empty grid and add nodes in rising energy, noting which added nodes hang together. Nodes 0, 1 and 2 are mutually isolated and form three sets. Node 3 joins the set of 1, and node 4 joins the set of 0, so there are still three. Node 5 touches both 4 and 2 and leaves two sets. Node 6 touches 2 and 3 and leaves one. The wells are now connected, and the answer is 6.

A tempting shortcut takes the lowest energy in each column, here 0, 2 and 1, and calls the largest of these, 2, the barrier level. Every path must visit every column, so 2 is a lower bound. It is not attained, because the low node in the middle column is not adjacent to the low nodes beside it.

## The general statement

Let a finite connected graph have energy \(E_i\) at node \(i\), and let \(A\) and \(B\) be two different nodes. The minimax level is

\[
L(A,B)=\min_{\text{paths }A\to B}\ \max_{i\in\text{path}}E_i ,
\]

with both ends included. The barrier for leaving \(A\) is \(L-E_A\).

**Proposition.** If nodes are added in non-decreasing energy, and each is united with its neighbours already present, then the node whose addition first puts \(A\) and \(B\) in one set has energy \(L(A,B)\).

*Proof.* After each addition the sets are the connected components of the added nodes. This holds for the first node. A later node can create connections through itself alone, and these are the ones recorded by uniting it with its neighbours.

Let the connecting node have energy \(z\). A path from \(A\) to \(B\) now exists among nodes of energy at most \(z\), so \(L\le z\). Just before this addition no such path existed among the added nodes. Every path from \(A\) to \(B\) therefore contains a node not added by then, and the ordering gives that node an energy of at least \(z\). Hence \(L\ge z\), and the two inequalities give \(L=z\). \(\square\)

Equal energies do no harm: the last inequality does not need strict ordering. Ties may change which node makes the connection, but not its energy.

## The algorithm and its cost

Each set is stored as a tree in which every node points to a parent and the root names the set.

1. Sort the nodes by energy and mark all as absent.
2. Add the next node as a set of its own.
3. For each neighbour already present, find both roots. If they differ, attach the root of the smaller set to that of the larger and record the grid edge.
4. If \(A\) and \(B\) are present and have the same root, stop and return the energy of the node just added. Otherwise return to step 2.

Attaching small to large keeps the trees shallow. Whenever a node moves one level further from its root, its set at least doubles in size. A set of at most \(N\) nodes can double at most \(\log_2N\) times, so a search for a root takes at most \(\log_2N\) steps. Redirecting pointers towards the root during a search can only shorten later searches. A square grid has fewer than \(2N\) edges, so sorting and uniting together cost \(O(N\log N)\).

The recorded edges also supply a path. Each one joined two separate sets, so they contain no closed loop, and within each set they connect all nodes. The unique path from \(A\) to \(B\) along them uses added nodes, so its maximum is at most \(L\). By the definition of \(L\) it cannot be lower. This path has the right highest energy, but nothing makes it follow a valley floor below that level. It should not be read as a steepest-descent path.

Levels between several wells obey a useful rule. Joining a path from \(A\) to \(C\) to one from \(C\) to \(B\) gives

\[
L(A,B)\le\max\{L(A,C),L(C,B)\}.
\]

If the two levels on the right differ, equality holds. Suppose \(L(A,C)\) is the larger and \(L(A,B)<L(A,C)\). The same inequality with relabelled wells gives \(L(A,C)\le\max\{L(A,B),L(C,B)\}<L(A,C)\), a contradiction. The other case follows by exchanging \(A\) and \(B\).

## A switching surface with a known answer

In ferroelectric hafnia, take the tetragonal structure as the reference and hold its own distortion fixed. Let \(p\) be the amplitude of a polar mode and \(s\) that of an antipolar mode, both scaled to unit magnitude in the polar wells. A model energy per formula unit is

\[
E(p,s)=w(p)+\tfrac K2(s-p^3)^2-fp,\qquad
w(p)=(1-p^2)^2(T+cp^2),
\]

with \(T,c,K>0\). The polarization is taken as \(P\,p\), so a field \(F\) along positive \(p\) enters through \(f=PVF\), where \(V\) is the volume per formula unit. The valley \(s=p^3\) is a modelling choice. It respects the symmetry under \((p,s)\to(-p,-s)\) at zero field and makes the minimax level solvable. It is not derived from the crystal symmetry of hafnia. A term odd in \(s\) is allowed only if the antipolar mode keeps the translations of the tetragonal lattice, and a term in \(ps\), omitted here, is then allowed too. The polar phase also contains antipolar modes that change sign under such a translation, and an energy in \(p\) and one of these alone must be even in its amplitude. The surface is a solvable stand-in, not a reduction of the real one.

Any continuous path between the wells crosses every intermediate \(p\). At each crossing \(E\ge w(p)-fp\), since the square is non-negative. The path \(s=p^3\) attains this bound everywhere. The continuum level is therefore the maximum of \(w(p)-fp\) between the wells. Here, unlike in the nine-node grid, the low points of neighbouring columns join up.

At zero field put \(x=p^2\). Then

\[
\frac{dw}{dx}=-2(1-x)(T+cx)+c(1-x)^2=(1-x)(c-2T-3cx).
\]

For \(c>2T\) the maximum lies at

\[
x_s=\frac{c-2T}{3c},\qquad 1-x_s=\frac{2(c+T)}{3c},\qquad T+cx_s=\frac{c+T}{3}.
\]

Since \(w=0\) in the wells \(p=\pm1\), the barrier is

\[
B_0=(1-x_s)^2(T+cx_s)=\frac{4(c+T)^3}{27c^2}.
\]

There are two equal passes at \(p=\pm\sqrt{x_s}\), with the tetragonal state \(p=0\) as a local minimum between them. For \(0<c<2T\) the bracket \(c-2T-3cx\) is negative for all \(x\ge0\). The state \(p=0\) is then itself the pass, and \(B_0=T\). The two results agree at \(c=2T\), where the first gives \(4(3T)^3/(27\cdot4T^2)=T\). At that point the curvature along \(p\) vanishes, and the error analysis below, which needs a nondegenerate saddle, does not apply.

Take the round values \(T=80\), \(c=400\) and \(K=400\) meV per formula unit. Then \(x_s=240/1200=0.2\), so \(p=\pm0.447\), and

\[
B_0=(0.8)^2(80+400\times0.2)=0.64\times160=102.4\ \text{meV},
\]

or 9.88 kJ per mole of formula units. Energies below are per formula unit.

Interpolating both modes in a straight line, \(s=p\), gives a different number. The penalty is \(\frac K2(p-p^3)^2=\frac K2p^2(1-p^2)^2\), so the energy along the line is

\[
(1-p^2)^2\left[T+\left(c+\tfrac K2\right)p^2\right].
\]

This has the form of \(w\) with \(c\) replaced by 600 meV. Its maximum is \(4(680)^3/(27\times600^2)=129.4\) meV, which is 26% above the minimax barrier.

## How far the grid level can be wrong

The proposition is exact for the graph. The surface is another matter, because energies between nodes are not seen. Let the grid be square with spacing \(h\) in the scaled amplitudes, let \(L_h\) be its level, and let \(E_s\) be the continuum level, attained at a nondegenerate saddle. Assume also that a curve through the saddle separates the wells and that \(E\) has a nondegenerate minimum on this curve, at the saddle, with all distant parts of the curve higher by a finite amount. In the model the line \(p=p_s\) is such a curve, since there \(E=E_s+\frac K2(s-p_s^3)^2\).

**The grid level can be too high.** Near the saddle use coordinates along the Hessian eigenvectors,

\[
E=E_s-\tfrac a2u^2+\tfrac b2v^2+\text{cubic terms},\qquad a,b>0 .
\]

Follow a continuous path that crosses the saddle along \(v=0\) and otherwise stays below \(E_s\). Replace each of its points by the nearest node. Successive nearest nodes are axis neighbours, provided the path avoids the points equidistant from four nodes, which a small displacement ensures. A nearest node is at most \(h/\sqrt2\) away, so \(v^2\le h^2/2\), and

\[
E_{\rm node}\le E_s+\tfrac b2\,\frac{h^2}{2}+O(h^3)=E_s+\frac{bh^2}{4}+O(h^3).
\]

Dropping the term \(-au^2/2\) is safe for an upper bound, and for small \(u\) this term outweighs the cubic terms that grow with \(u\). Farther away the path lies below \(E_s\) by a finite amount, which exceeds the rounding change once \(h\) is small enough. If the path must cross several saddles of the same energy \(E_s\), the argument applies at each, and the largest \(b\) sets the bound. In the model at zero field the two passes have the same \(b\) by symmetry.

**The grid level can be too low.** Join the nodes of the best grid path by straight edges. On one edge let \(g(t)\), \(0\le t\le h\), be the energy, with \(g''\ge-M\) and \(M\ge0\). The function

\[
k(t)=g(t)-\tfrac M2t(h-t)
\]

has \(k''=g''+M\ge0\). It is convex and lies below the larger of its end values, which are those of \(g\). Since \(t(h-t)\le h^2/4\),

\[
g(t)\le\max\{g(0),g(h)\}+\frac{Mh^2}{8}.
\]

The joined path must cross the separating curve, where \(E\ge E_s\). By the two bounds already found, the energy at the crossing exceeds \(E_s\) by \(O(h^2)\) at most. The crossing therefore lies within \(O(h)\) of the saddle, and \(M\) may be taken from the saddle itself. Edges run along the axes, so to leading order \(M=\max(0,-E_{pp},-E_{ss})\).

Together, to leading order,

\[
-\frac{h^2}{8}\max(0,-E_{pp},-E_{ss})\ \le\ L_h-E_s\ \le\ \frac{h^2}{4}\lambda_+,
\]

where \(\lambda_+=b\) is the positive Hessian eigenvalue.

For the model, differentiation on the valley floor gives \(E_{pp}=w''+9Kp^4\), \(E_{ps}=-3Kp^2\) and \(E_{ss}=K\). From \(w'=2p(1-x)(c-2T-3cx)\), the last bracket vanishes at the saddle, so its derivative \(-6cp\) alone contributes:

\[
w''=2p(1-x)(-6cp)=-12cx(1-x)=-768\ \text{meV}.
\]

Hence \(E_{pp}=-768+144=-624\), \(E_{ps}=-240\) and \(E_{ss}=400\) meV. The trace is \(-224\) and the determinant is \(-307200\), so the eigenvalues are \(-112\pm\sqrt{112^2+307200}\), or 453.5 and \(-677.5\) meV. The error interval is \(-78h^2\) to \(+113h^2\) meV.

Six randomly shifted grids at each spacing gave these errors, in meV:

| \(h\) | errors found | leading-order interval |
|---|---|---|
| 0.020 | −0.0019 to 0.0164 | −0.0312 to 0.0453 |
| 0.010 | −0.0024 to 0.0026 | −0.0078 to 0.0113 |
| 0.005 | −0.0010 to 0.0010 | −0.0020 to 0.0028 |

All lie inside. Both signs occur, and the error depends on where the nodes fall relative to the saddle. Extrapolation in \(h\) that assumes one fixed coefficient of \(h^2\) is therefore unjustified.

The bounds are asymptotic. A ridge narrower than the spacing can slip between nodes, and a spurious pass then appears. Adding diagonal neighbours lengthens some edges to \(\sqrt2h\), which doubles \(h^2/8\) for those edges and brings in the curvature along diagonals.

## Removing the remaining error

A barrier also contains the well energy. The lowest well node is above the true minimum by at most \(\lambda_{\max}h^2/4\) to leading order, by the same nearest-node argument, where \(\lambda_{\max}\) is the largest eigenvalue at the well. Both errors are removed by Newton's iteration for a stationary point,

\[
\mathbf r_{n+1}=\mathbf r_n-H^{-1}(\mathbf r_n)\nabla E(\mathbf r_n),
\]

where \(\mathbf r=(p,s)\) and \(H\) is the Hessian. It is started at the connecting node for the saddle and at the lowest well node for the minimum. Newton's method does not distinguish the two kinds of point, so the eigenvalue signs must be inspected: one negative and one positive at the pass, two positive at the well.

With \(h=0.01\) the grid has 89,600 nodes, of which 16,102, or 18%, had been added when the wells connected. The grid level was 102.4047 meV. The connecting node at \((-0.4463,-0.0839)\) led to the saddle at \((-0.4472,-0.0894)\) and to the barrier 102.4000 meV, in agreement with the formula. The digits serve to compare numerical methods; the material parameters do not merit them. The path along the recorded edges rose as much as 33.8 meV above the valley floor at the same \(p\), which shows that it does not follow the valley floor.

## The barrier in a field

Let \(\mathbf r_s\) and \(\mathbf r_A\) be the saddle and the starting well at negative \(p\). As the field changes, both move, but at a stationary point

\[
\frac{d}{dF}E(\mathbf r(F),F)=\nabla E\cdot\frac{d\mathbf r}{dF}+\frac{\partial E}{\partial F}=0-PVp .
\]

Subtracting well from saddle gives

\[
\frac{dB}{dF}=-PV(p_s-p_A).
\]

For \(P=50\) µC/cm² and \(V=0.033\) nm³, \(PV=10.30\) meV per MV/cm. At 3 MV/cm the well is at \(p=-0.992\) and the pass at \(-0.485\), so the slope is \(-10.30\times0.507=-5.22\) meV per MV/cm. The barriers at 1, 2 and 3 MV/cm are 96.8, 91.3 and 86.0 meV. The last step, \(-5.3\) meV, is slightly larger in size than the final slope, as it should be when saddle and well approach each other.

The field splits the two passes. At 3 MV/cm they lie 86.0 and 58.5 meV above the starting well. By the rule for levels, the first one limits the full reversal.

Stationary points require \(s=p^3\) and \(w'(p)=f\). The starting well disappears when \(f\) reaches the largest slope of \(w\) between \(p=-1\) and the first pass. Writing out

\[
w'=p(480-2880x+2400x^2),\qquad w''=480-8640x+12000x^2,
\]

in meV, the outer root of \(w''=0\) is \(x=0.659\), or \(p=-0.812\). There \(w'=305\) meV, and the uniform switching field is \(305/10.30=29.6\) MV/cm. The inner root, at \(p=0.246\), gives a slope of 77 meV for the climb out of the tetragonal well. That well has therefore gone before the starting well does, and cannot hold the system.

## What the number means for a memory capacitor

The parameters are rough values in the regime of ferroelectric HfO₂, and the polarization is that of a fully aligned crystal, larger than many polycrystalline films show. Such films switch at roughly 1–2 MV/cm and break down at several MV/cm; 5 MV/cm is used here as a rough limit. The uniform switching field of 29.6 MV/cm is thus out of reach. It exceeds the observed switching fields by more than a factor of ten. That factor depends on the assumed shape of \(w\) as well as on its height. A plain double well \(B_0(1-p^2)^2\) with the same barrier has largest slope \(8B_0/(3\sqrt3)=158\) meV and switches at 15.3 MV/cm. For any symmetric profile the first pass lies at \(p\le0\), so the largest slope is at least \(B_0\) and the field at least \(102.4/10.30=9.9\) MV/cm, still above both the observed switching fields and the rough breakdown limit. If the model barrier and polarization are roughly right, such films do not reverse uniformly.

The thermal estimate points the same way. If \(n\) formula units cross together, their barrier is \(nB\). With an attempt frequency \(\nu\) taken independent of \(n\), one crossing is expected in time \(t\) when \(\nu t\,e^{-nB/kT}=1\), or

\[
n=\frac{kT}{B}\ln(\nu t).
\]

The softer well mode gives \(\nu=3.5\) THz if \(p=1\) and \(s=1\) each correspond to a rough 0.05 nm shift of one oxygen per formula unit. For 100 ns at 300 K and 3 MV/cm, \(n=(25.85/86.04)\ln(3.5\times10^5)=3.8\). The choice of \(\nu\) is rough, but it enters only through the logarithm: a value four times larger raises \(n\) by 0.4. A cube of 10 nm edge holds about 30,000 formula units. Thermal reversal of a film must therefore begin locally. Whether it then spreads by wall motion or proceeds through many separate local reversals is not decided by this estimate. The energy of the walls and the strain around a reversed region are absent from \(E(p,s)\), so this estimate does not predict a switching time.

Three smaller omissions can be sized, each separately at an applied field of 3 MV/cm.

*Depolarization.* Let a film of thickness \(d=10\) nm and permittivity \(\epsilon_f=30\) adjoin a nonpolar layer with \(t_l=0.5\) nm and \(\epsilon_l=20\). For the field caused by the polarization, the electrodes are shorted, so \(E_fd+E_lt_l=0\). Continuity of displacement gives \(\epsilon_0\epsilon_fE_f+P=\epsilon_0\epsilon_lE_l\). Eliminating \(E_l=-E_fd/t_l\),

\[
E_f=-\frac{Pt_l}{\epsilon_0(\epsilon_ld+\epsilon_ft_l)},
\]

of size 1.31 MV/cm at \(p=1\). This field grows in proportion to \(p\), so its energy is \(\frac12PV|E_f|p^2=6.76\,p^2\) meV. It lifts the well more than the pass and lowers the barrier from 86.0 to 81.0 meV. This assumes that no free charge collects at the interface. The polarization alone would then put a field \(d/t_l=20\) times larger in the nonpolar layer, about 26 MV/cm, far above the rough breakdown limit. The estimate therefore describes an ideal uncompensated layer. In a working capacitor, charge passing through the layer would have to compensate part of the polarization, and the correction would be different.

*Temperature.* Suppose the free energy of the tetragonal state falls linearly and meets that of the polar state at a rough Curie temperature of 800 K. At 300 K the lowering is \(80\times300/800=30\) meV. Spread over the path as \(-30(1-p^2)\) meV, an assumed form, it reduces the barrier to 64.6 meV, a quarter below the uncorrected value. This is the largest of the three corrections. The assumed form also shifts the polar minimum and lowers its energy slightly, so if it is scaled linearly with temperature, the two states meet somewhat above 800 K.

*Tunnelling.* A parabolic barrier of frequency \(\omega\) transmits with probability \([1+e^{-2\pi\varepsilon/\hbar\omega}]^{-1}\) at energy \(\varepsilon\) relative to its top. Averaging over a thermal distribution multiplies the classical rate by

\[
\frac{y/2}{\sin(y/2)}=1+\frac{y^2}{24}+\dots,\qquad y=\frac{\hbar\omega}{kT}.
\]

The expression diverges at \(T=\hbar\omega/(2\pi k)\), which marks the crossover to tunnelling. With the oxygen shift and mass above, this is about 52 K. At 300 K the leading correction is 5% in the rate. This is the effect of the barrier top alone. The bound vibrations are quantum oscillators too: each one at the well multiplies the classical rate by \(\sinh(y/2)/(y/2)\), with \(y\) formed from its own frequency, and the stable one at the pass divides it by the same expression. In this model these factors together give about 1.5, mainly from the stiff well mode, so the tunnelling factor is not the whole quantum correction.

A final limitation concerns the choice of coordinates. If all other modes are frozen, \(L\) is an upper bound on the level of the full surface, since more freedom can only open lower paths. If instead the other modes are brought to their global minimum separately at each \((p,s)\), the result is a lower bound. Neighbouring grid points may then belong to disconnected configurations, just like the column minima of the nine-node grid. A relaxation that stops in a higher local minimum does not guarantee even the lower bound. Continuity of the relaxed modes along the path found must be inspected before the level is called a barrier. The numerical output follows.

## Table of computed values

```
hand grid rows: [[5, 2, 6], [4, 7, 3], [0, 8, 1]]
hand sets after each addition: [1, 2, 3, 3, 3, 2, 1]
hand path energies: [0, 4, 5, 2, 6, 3, 1]
hand minimax level: 6; column bound: 2
T, c, K: 80, 400, 400 meV/f.u.
polarization: 50 uC/cm2; volume: 0.033 nm3/f.u.
grid spacing: 0.01; nodes: 89600; added: 16102
zero-field grid level: 102.4047 meV/f.u.
zero-field bottleneck node p, s: -0.4463, -0.0839
zero-field saddle p, s: -0.4472, -0.0894
zero-field barrier: 102.4000 meV/f.u.
zero-field barrier: 9.88 kJ/mol
straight-line barrier: 129.40 meV/f.u.
forest path, largest height above valley: 33.79 meV/f.u.
saddle E_pp, E_ss: -624.0, 400.0 meV/f.u.
saddle eigenvalues: [-677.5, 453.5] meV/f.u.
h=0.020 errors: -0.00187 to 0.01639 meV/f.u.
  interval: -0.03120 to 0.04535 meV/f.u.
h=0.010 errors: -0.00236 to 0.00255 meV/f.u.
  interval: -0.00780 to 0.01134 meV/f.u.
h=0.005 errors: -0.00099 to 0.00102 meV/f.u.
  interval: -0.00195 to 0.00283 meV/f.u.
field energy P*V: 10.298 meV/f.u. per MV/cm
barrier at 1 MV/cm: 96.79 meV/f.u.
barrier at 2 MV/cm: 91.34 meV/f.u.
barrier at 3 MV/cm: 86.04 meV/f.u.
well p at 3 MV/cm: -0.9917
saddle p at 3 MV/cm: -0.4845
barrier slope at 3 MV/cm: -5.223 meV/f.u. per MV/cm
first pass above start: 86.04 meV/f.u.
second pass above start: 58.48 meV/f.u.
uniform switching field: 29.6 MV/cm, at p=-0.812
rough breakdown field: 5 MV/cm
film, layer: 10, 0.5 nm; permittivities: 30, 20
depolarizing field: 1.31 MV/cm
depolarization energy at p=1: 6.76 meV/f.u.
3 MV/cm barrier with depolarization: 81.02 meV/f.u.
use and rough Curie temperature: 300, 800 K
thermal lowering of p=0: 30.0 meV/f.u.
3 MV/cm barrier with thermal term: 64.58 meV/f.u.
rough oxygen shift: 0.05 nm; mass: 16 u
tunnelling crossover: 52.0 K; rate factor at 300 K: 1.049
attempt frequency: 3.47 THz; kT: 25.85 meV
coherent f.u. able to cross in 100 ns: 3.83
f.u. in a 10 nm cube: 30303
```
